# The condition α+β=1/ε and gap narrowing in molecular crystals: two derivations, part 1

(Sections cited here and not found follow in the second part.)

A range-separated hybrid has been tuned on a gas-phase molecule, and the gap of the molecular crystal is wanted. One must decide which of the parameters $\alpha,\beta,\gamma$ to change, and whether to retune on the ionization energy afterwards. The screened range-separated hybrid (SRSH) keeps $\alpha$ and $\gamma$, sets $\alpha+\beta=1/\epsilon$, and does not retune. This rule lowers the gap by $(1-1/\epsilon)/R_{\rm eff}$, the form of a polarization energy. The form can be derived. That $R_{\rm eff}$ equals the cavity radius of the crystal cannot, and for the ethylene model below, whose LUMO is confined by a compact basis, the narrowing is about 1.5 times that of an explicit polarizable lattice. The factor depends on the basis: with diffuse functions it falls to about 1.3 for the $\pi^*$ orbital and to about 1.0 for the lowest empty orbital.

## Conventions

The algebra is in atomic units with Gaussian electrostatics. $\epsilon$ is the scalar electronic (clamped-nuclei) dielectric constant, and
$$w(r)=\frac{\operatorname{erf}(\gamma r)}{r},\qquad c=1-\frac1\epsilon .$$
The molecule is closed-shell with real orbitals; sums over $j$ run over occupied orbitals of one spin; H and L denote HOMO and LUMO; $(ij|w|ji)=\iint\phi_i\phi_j(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,\phi_j\phi_i(\mathbf r')$. In exchange, $1/r$ is split into $(\alpha+\beta\operatorname{erf}\gamma r)/r$, treated as Fock exchange, and the remainder, treated semilocally. The exchange part of the generalized Kohn–Sham operator is
$$\hat V_x=-\alpha\hat K-\beta\hat K^{w}+(1-\alpha)v_x-\beta v_x^{w},$$
where $\hat K,\hat K^w$ are Fock operators with kernels $1/r$ and $w$, taken positive, and $v_x,v_x^w$ are the negative semilocal potentials for the same kernels. Two matrix elements recur:
$$k_i=\langle i|\hat K^w|i\rangle=\sum_j(ij|w|ji),\qquad v_i=\langle i|v_x^w|i\rangle .$$

The function $w$ is the potential of a unit Gaussian charge. Differentiating,
$$-\frac{dw}{ds}=\frac{g(s)}{s^2},\qquad g(s)=\operatorname{erf}(\gamma s)-\frac{2\gamma s}{\sqrt\pi}e^{-\gamma^2s^2},$$
and $dg/ds=4\pi s^2(\gamma/\sqrt\pi)^3e^{-\gamma^2s^2}$, because the two terms without $s^2$ cancel. So $g$ is the charge inside radius $s$ of a normalized Gaussian, whose Fourier transform is $e^{-q^2/4\gamma^2}$, and Poisson's equation gives $\tilde w(q)=(4\pi/q^2)e^{-q^2/4\gamma^2}$. Also $w(0)=2\gamma/\sqrt\pi$.

The crystal is taken in the limit of no orbital overlap between molecules. Exchange between an orbital $i$ and an orbital $j$ on a neighbour needs the product $\phi_i\phi_j$, which then vanishes; the semilocal potential depends on the local density; and the fields of the neighbours' permanent multipoles are dropped. The SRSH levels of the crystal are then those of one molecule computed with the crystal's $\beta$.

## First derivation: matching the screened interaction

**What the medium adds to the one-electron operator.** Represent the surrounding molecules by a harmonic mode of frequency $\omega$ coupled to an excess charge $Q$ on the central molecule, $\hat h=\omega b^\dagger b+\kappa Q(b+b^\dagger)$. With $\tilde b=b+\kappa Q/\omega$ one has $\omega\tilde b^\dagger\tilde b=\omega b^\dagger b+\kappa Q(b+b^\dagger)+\kappa^2Q^2/\omega$, so the ground energy is $-\kappa^2Q^2/\omega$. In that state $\langle b\rangle=-\kappa Q/\omega$, and the induced potential $\kappa\langle b+b^\dagger\rangle$ per unit charge is $\Delta W=-2\kappa^2/\omega$. The energy is $\tfrac12\Delta W Q^2$ for either sign of $Q$; diagonalization of $\hat h$ at $Q=\pm1$ was tested against this.

For many modes coupled to the charge density, the same step gives
$$\Delta\hat H=\tfrac12\iint\delta\hat n(\mathbf r)\,\Delta W(\mathbf r,\mathbf r')\,\delta\hat n(\mathbf r'),\qquad\delta\hat n=\hat n-n_{\rm nuc}.$$
Completing the square treats $\delta\hat n$ as a fixed number. That is exact when $\Delta W$ is uniform over the molecule, since $\int\delta\hat n$ then commutes with the molecular Hamiltonian; otherwise it assumes a medium that responds fast compared with the molecule's electronic motion (the static approximation). The anticommutator gives $\hat n(\mathbf r)\hat n(\mathbf r')={:}\hat n(\mathbf r)\hat n(\mathbf r'){:}+\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)$. The second piece is a one-body potential $\tfrac12\Delta W(\mathbf r,\mathbf r)$. The normal-ordered piece is a two-body interaction; in mean field it gives a Hartree term and an exchange term. The Hartree term combines with the nuclear cross term into $\int\Delta W\,(n-n_{\rm nuc})$, the reaction to the permanent multipoles, which is zero for uniform $\Delta W$ on a neutral molecule and is dropped. What remains is the static COHSEX form,
$$\Delta\Sigma(\mathbf r,\mathbf r')=-\rho(\mathbf r,\mathbf r')\Delta W(\mathbf r,\mathbf r')+\tfrac12\delta(\mathbf r-\mathbf r')\Delta W(\mathbf r,\mathbf r),$$
with $\rho=\sum_j\phi_j(\mathbf r)\phi_j(\mathbf r')$: a screened-exchange term and a Coulomb-hole term. The medium therefore enters the nonlocal operator by adding $\Delta W$ to the exchange kernel.

**The condition.** At distances large compared with the lattice spacing, Gauss's law for a unit charge gives displacement $1/r^2$ and field $1/(\epsilon r^2)$, so the total interaction is $W\to1/(\epsilon r)$, or $4\pi/(\epsilon q^2)$ as $q\to0$. The Fock kernel of the hybrid has the transform
$$\frac{4\pi}{q^2}\left[\alpha+\beta e^{-q^2/4\gamma^2}\right]\to\frac{4\pi}{q^2}(\alpha+\beta).$$
The semilocal terms are multiplicative potentials and contain no kernel linking distant points, so they cannot supply part of the $1/q^2$ singularity; outside a molecule the LDA potential is proportional to $n^{1/3}$ and decays with the density. Equating coefficients,
$$\alpha+\beta=\frac1\epsilon .$$
Vacuum is the case $\epsilon=1$, $\beta=1-\alpha$.

**The narrowing.** With $\alpha,\gamma$ fixed, $\delta\beta=(1/\epsilon-\alpha)-(1-\alpha)=-c$, and the kernel changes by
$$\Delta W(\mathbf r,\mathbf r')=-c\,w(|\mathbf r-\mathbf r'|),$$
in which $\alpha$ has cancelled. This function has an electrostatic meaning. For a unit charge at the centre of a spherically symmetric dielectric $\epsilon(s)$, the radial field is $1/(\epsilon(s)s^2)$, and the reaction potential is the integral of the field minus the vacuum field,
$$\Delta W(0,r)=\int_r^\infty\left[\frac1{\epsilon(s)}-1\right]\frac{ds}{s^2}.$$
A sharp cavity of radius $R$ gives $-c/R$ inside and $-c/r$ outside (the Born model). The graded profile $1/\epsilon(s)=1-c\,g(s)$ gives $-c\int_r^\infty g/s^2\,ds=-c\,w(r)$. The SRSH kernel change is thus the reaction potential of a smooth cavity, equal at the centre to that of a sharp one with $R_0=\sqrt\pi/(2\gamma)$. One difference matters: a real cavity is fixed in space, while this one is centred on whichever point carries the charge.

The first-order level shift is $\delta\varepsilon_i=\tfrac12\langle i|\Delta W(\mathbf r,\mathbf r)|i\rangle-\sum_j(ij|\Delta W|ji)$. For uniform $\Delta W=-2P$, orthonormality makes the sum $-2P$ for an occupied $i$ and zero for an empty one, so
$$\delta\varepsilon_H=-P+2P=+P,\qquad\delta\varepsilon_L=-P .$$
This agrees with total energies: cation and anion each gain $\tfrac12|\Delta W|=P$, the ionization energy falls by $P$, the affinity rises by $P$, and the gap falls by $2P$, which is $c/R$ for the Born cavity. For $\Delta W=-cw$ the diagonal is $-2c\gamma/\sqrt\pi$ everywhere, and
$$\delta\varepsilon_i=c\left(k_i-\frac\gamma{\sqrt\pi}\right),\qquad\Delta_{\rm I}=c\,(k_H-k_L),$$
where $\Delta$ is the decrease of the gap.

**Small $\gamma$.** From $\operatorname{erf}x=(2/\sqrt\pi)(x-x^3/3+\dots)$, $w=(2\gamma/\sqrt\pi)(1-\gamma^2r_{12}^2/3+\dots)$ with $r_{12}^2=r_1^2+r_2^2-2\mathbf r_1\!\cdot\mathbf r_2$. Term by term, $(ij|1|ji)=\delta_{ij}$, $(ij|r_1^2|ji)=\langle i|r^2|j\rangle\delta_{ij}$, the same for $r_2^2$, and $(ij|\mathbf r_1\!\cdot\mathbf r_2|ji)=|\langle i|\mathbf r|j\rangle|^2$. For $i=H$ the term $j=H$ is in the sum; for $i=L$ the deltas vanish. To relative order $\gamma^2$,
$$k_H=\frac{2\gamma}{\sqrt\pi}\left[1-\tfrac23\gamma^2m_H\right],\qquad m_H=\langle H|r^2|H\rangle-\sum_j|\langle H|\mathbf r|j\rangle|^2,$$
$$k_L=\frac{2\gamma}{\sqrt\pi}\,\tfrac23\gamma^2m_L,\qquad m_L=\sum_j|\langle L|\mathbf r|j\rangle|^2 .$$
Both moments are non-negative ($m_H$ is, by completeness, the dipole strength from H to all unoccupied states), so both corrections reduce the narrowing from its leading value $2c\gamma/\sqrt\pi=c/R_0$. The two $\gamma^2$ coefficients were tested on the ethylene integrals at small $\gamma$ to 2%.

## Second derivation: making the eigenvalue gap follow the polarization energy

This route starts from the functional and leaves $\delta\beta$ unknown.

**Response of the levels to $\beta$.** With frozen orbitals, $\partial\hat V_x/\partial\beta=-\hat K^w-v_x^w$ gives
$$\delta\varepsilon_i=-\delta\beta\,(k_i+v_i),\qquad\Delta_{\rm II}=-\delta\beta\,D,\qquad D=k_H-k_L+v_H-v_L .$$
The self-consistent shift also contains the relaxation of the density, which this expression omits.

**The semilocal potential.** In LDA, for one spin with density $n_\sigma=k_F^3/6\pi^2$, the exchange energy per volume of the uniform gas is
$$e=-\tfrac12\iint_{k,k'<k_F}\frac{d^3k\,d^3k'}{(2\pi)^6}\,\tilde w(\mathbf k-\mathbf k').$$
Raising $n_\sigma$ adds states at $k_F$ in either integral, which cancels the $\tfrac12$: $v_x^w=de/dn_\sigma=-\int_{k'<k_F}d^3k'\,\tilde w(\mathbf k_F-\mathbf k')/(2\pi)^3$. Put $\mathbf k'=\mathbf k_F+\mathbf q$. The condition $k'<k_F$ reads $q^2+2qk_F\mu<0$ with $\mu$ the cosine between the vectors, so $\mu<-q/2k_F$, a fraction $\tfrac12(1-q/2k_F)$ of directions for $q<2k_F$. The prefactor is $4\pi\cdot4\pi/(2\pi)^3\cdot\tfrac12=1/\pi$, the $q^2$ of the measure cancelling the $1/q^2$:
$$v_x^w=-\frac1\pi\int_0^{2k_F}\left(1-\frac q{2k_F}\right)e^{-q^2/4\gamma^2}dq .$$
With $\int_0^{2k_F}e^{-q^2/4\gamma^2}dq=\gamma\sqrt\pi\operatorname{erf}(k_F/\gamma)$ and $\int_0^{2k_F}q\,e^{-q^2/4\gamma^2}dq=2\gamma^2(1-e^{-k_F^2/\gamma^2})$,
$$v_x^w=-\frac\gamma{\sqrt\pi}\operatorname{erf}\frac{k_F}\gamma+\frac{\gamma^2}{\pi k_F}\left(1-e^{-k_F^2/\gamma^2}\right).$$
For $k_F\ll\gamma$ the Gaussian in the integral is 1 and $v_x^w\to-k_F/\pi$, the full LDA exchange. For $k_F\gg\gamma$, $v_x^w\to-\gamma/\sqrt\pi+\gamma^2/(\pi k_F)$. The integrand is positive, and in the closed form $\operatorname{erf}<1$ and the second term is positive, so $-\gamma/\sqrt\pi<v_x^w<0$ at any density. At small $\gamma$ the potential is the constant $-\gamma/\sqrt\pi$ wherever the orbitals have weight; with the leading $k_H=2\gamma/\sqrt\pi$ and $k_L=0$,
$$k_H+v_H\to+\frac\gamma{\sqrt\pi},\qquad k_L+v_L\to-\frac\gamma{\sqrt\pi},\qquad D\to\frac{2\gamma}{\sqrt\pi}.$$
A negative $\delta\beta$ raises the HOMO and lowers the LUMO by equal amounts at this order, as polarization does.

**The target.** A charge on the molecule gains $P=-\tfrac12\Delta W(0,0)$, since charging from 0 to 1 against a potential $Q\,\Delta W$ costs $\int_0^1Q\,\Delta W\,dQ$. For a Born cavity $2P=c/R$, with $R$ assumed independent of $\epsilon$.

**The condition.** Require $\Delta_{\rm II}=2P$ with $\alpha,\gamma$, and hence $D$, independent of $\epsilon$:
$$\delta\beta=-\lambda c,\qquad\lambda=\frac1{RD},\qquad\alpha+\beta=1-\lambda\left(1-\frac1\epsilon\right).$$
Energetics fixes that $\alpha+\beta$ is linear in $1/\epsilon$ and equals 1 in vacuum; it leaves the constant $\lambda$. A second point on the line comes from the conductor, $\epsilon\to\infty$, where the field of a charge vanishes in the medium and no $1/r$ interaction can remain in the exchange kernel: $1-\lambda=0$. Then
$$\alpha+\beta=\frac1\epsilon,\qquad\Delta_{\rm II}=cD\equiv\frac c{R_{\rm eff}} .$$
The requirement $\lambda=1$ and the definition $\lambda=1/(RD)$ are compatible if $D=1/R$. Nothing above enforces this: $D$ comes from $\gamma$ and the orbitals, $R$ from the packing.

Both derivations lead to $\alpha+\beta=1/\epsilon$ and a gap narrowing proportional to $c$, but neither shows that $R_{\rm eff}$ equals the cavity radius $R$. It remains to explain why one does not retune, to test the narrowing on ethylene against a polarizable lattice, and to compare the assumptions of the two routes.
